\section*{Mean-Field Curie Temperature from Coupled Classical Spin Averages}

\section{From interacting vectors to one vector in a field}

\textbf{Q.} You want a Curie temperature from a list of interatomic exchange constants. What precisely does the list mean?

\textbf{A.} Each atom $i$ carries a classical unit vector $\mathbf e_i$, the direction of its moment. The energy is
\begin{equation}
H=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j,\qquad J_{ij}=J_{ji},\quad J_{ii}=0. \label{H}
\end{equation}
The moment lengths are absorbed in $J_{ij}$, which is an energy. The sum contains both $(i,j)$ and $(j,i)$, so turning one pair from parallel to antiparallel costs $4J_{ij}$. The $J_{ij}$ do not depend on temperature, and the number of sites is finite, with periodic boundaries for a bulk crystal.

\textbf{Q.} The vectors are correlated. By what right do you replace neighbours by their averages?

\textbf{A.} By a variational approximation, whose error must be sized afterwards. Measure solid angle as $d\Omega/4\pi$, and let $p$ be any trial probability density. The equilibrium density is $p_0=e^{-H/k_BT}/Z$. Since $\ln y\ge 1-1/y$,
\begin{equation}
0\le\int p\ln\frac{p}{p_0}=\int p\ln p+\frac{\langle H\rangle_p}{k_BT}+\ln Z .
\end{equation}
With $F=-k_BT\ln Z$ this gives $F\le\langle H\rangle_p+k_BT\int p\ln p$. Now choose a product, $p=\prod_i p_i(\mathbf e_i)$, with $\mathbf m_i=\langle\mathbf e_i\rangle$. Different sites are then independent, and
\begin{equation}
F\le F_{\rm t}=-\sum_{ij}J_{ij}\,\mathbf m_i\cdot\mathbf m_j+k_BT\sum_i\int p_i\ln p_i. \label{Ft}
\end{equation}

\textbf{Q.} And the best product?

\textbf{A.} Vary one $p_i$. The average $\mathbf m_i$ occurs in the double sum once as first and once as second factor, so the energy changes by $-\mathbf b_i\cdot\delta\mathbf m_i$, with
\begin{equation}
\mathbf b_i=2\sum_jJ_{ij}\mathbf m_j. \label{b}
\end{equation}
Stationarity at fixed normalization requires $k_BT(\ln p_i+1)-\mathbf b_i\cdot\mathbf e_i=\text{const}$, hence $p_i\propto\exp(\mathbf b_i\cdot\mathbf e_i/k_BT)$. Let $x=b_i/k_BT$ and let $u$ be the cosine of the angle between $\mathbf e_i$ and $\mathbf b_i$. The normalizing integral is
\begin{equation}
\tfrac12\int_{-1}^{1}e^{xu}\,du=\frac{\sinh x}{x},
\end{equation}
and the derivative of its logarithm is the average of $u$:
\begin{equation}
m_i=L(x),\qquad L(x)=\coth x-\frac1x=\frac x3-\frac{x^3}{45}+\dots, \label{L}
\end{equation}
with $\mathbf m_i$ along $\mathbf b_i$. Equations (\ref{b}) and (\ref{L}) couple all the local averages.

\section{Linearization, and whether it can be trusted}

\textbf{Q.} Near the transition the averages are small, so you keep $x/3$?

\textbf{A.} Yes. Then $\mathbf m_i=\mathbf b_i/(3k_BT)$, and inserting (\ref{b}) gives
\begin{equation}
\sum_jJ_{ij}\mathbf m_j=\tfrac32k_BT\,\mathbf m_i. \label{lin}
\end{equation}
A nonzero solution exists when $\tfrac32k_BT$ is an eigenvalue of the matrix $J$. On cooling, the largest eigenvalue $\lambda$ is met first:
\begin{equation}
k_BT_c=\tfrac23\lambda. \label{Tc}
\end{equation}
It is positive for any nonzero $J$, because the eigenvalues add up to the trace, which is zero.

\textbf{Q.} That finds where small solutions appear. A large solution could exist at a higher temperature, as in a first-order transition.

\textbf{A.} Not in these equations. First, $L(x)<x/3$ for $x>0$. Multiplying by $3x\sinh x$ turns this into $(x^2+3)\sinh x>3x\cosh x$. The coefficient of $x^{2n+1}$ in left minus right, for $n\ge1$, is
\begin{equation}
\frac{1}{(2n-1)!}+\frac{3}{(2n+1)!}-\frac{3}{(2n)!}=\frac{4n(n-1)}{(2n+1)!}\ge0,
\end{equation}
the term linear in $x$ cancels, and the terms with $n\ge2$ are positive. So wherever $b_i\neq0$, $3k_BT\,m_i<b_i$. Multiply by $m_i$, use that $\mathbf m_i$ is parallel to $\mathbf b_i$, and sum. A nonzero solution must obey
\begin{equation}
3k_BT\sum_im_i^2<\sum_i\mathbf b_i\cdot\mathbf m_i=2\sum_{ij}J_{ij}\mathbf m_i\cdot\mathbf m_j\le2\lambda\sum_im_i^2 .
\end{equation}
Hence $k_BT<\tfrac23\lambda$, for either sign of the couplings.

\textbf{Q.} And below that temperature, does order really win?

\textbf{A.} Evaluate the cost of polarization, $s(m)=\int p\ln p=xm-\ln(\sinh x/x)$ with $m=L(x)$. Its derivative is $ds/dm=x$, because the terms in $dx/dm$ cancel. To invert (\ref{L}), set $x=3m+\alpha m^3$. Then $m=m+\alpha m^3/3-27m^3/45$, so $\alpha=9/5$, and
\begin{equation}
s(m)=\tfrac32m^2+\tfrac9{20}m^4+\dots
\end{equation}
Put $m_i=c\,v_i$ along one common direction, with $v$ the eigenvector of $\lambda$. Using $\lambda=\tfrac32k_BT_c$, (\ref{Ft}) becomes
\begin{equation}
F_{\rm t}=\tfrac32k_B(T-T_c)\,c^2\sum_iv_i^2+\tfrac9{20}k_BT\,c^4\sum_iv_i^4+\dots \label{landau}
\end{equation}
Below $T_c$ the first term is negative, so $\mathbf m=0$ is not the minimum. As $m\to1$, $x\to\infty$ with $1-m\approx1/x$, so $s\approx\ln(2x)-1$ grows without limit while the exchange energy stays bounded. Since $F_{\rm t}$ is continuous for $m_i<1$ and rises to infinity at the boundary, it has a minimum with all $m_i<1$. This minimum is a stationary point and therefore solves the mean-field equations with nonzero averages.

If $\lambda$ is not degenerate, setting the derivative of (\ref{landau}) with respect to $c^2$ to zero gives, to leading order,
\begin{equation}
c^2=\frac53\left(1-\frac T{T_c}\right)\frac{\sum_iv_i^2}{\sum_iv_i^4}. \label{amp}
\end{equation}
The averages thus grow from zero as a square root. Other eigenvectors are mixed in at order $c^3$ and change the energy at order $c^6$, beyond the terms used.

\section{When the sum of exchange constants is enough}

\textbf{Q.} I was promised a sum of exchange constants, and you give me an eigenvalue of an enormous matrix.

\textbf{A.} Suppose all $J_{ij}\ge0$ and we find a vector $w$ with every $w_i>0$ and $Jw=\lambda_ww$. Then $\lambda_w$ is the largest eigenvalue. To see this, take any eigenvector $v$ with eigenvalue $\mu$, and the site $i$ where $t=|v_i|/w_i$ is largest. There
\begin{equation}
|\mu||v_i|\le\sum_jJ_{ij}|v_j|\le t\sum_jJ_{ij}w_j=t\lambda_ww_i=\lambda_w|v_i| .
\end{equation}
If all sites are equivalent, each row of $J$ has the same sum $J_0=\sum_jJ_{0j}$, and $w_i=1$ is such a vector. Therefore
\begin{equation}
k_BT_c=\tfrac23J_0=\tfrac23\sum_jJ_{0j}. \label{J0}
\end{equation}
If each pair is counted once, with constants $J'_{ij}=2J_{ij}$, the same temperature reads $k_BT_c=\tfrac13\sum_jJ'_{0j}$.

\textbf{Q.} What if some constants are negative?

\textbf{A.} Then (\ref{J0}) can fail while (\ref{Tc}) stands. Take a ring with $J_1=1$ to each nearest neighbour and $J_2=-\tfrac12$ to each second neighbour. Plane waves are eigenvectors, with
\begin{equation}
J(q)=2\cos q-\cos2q .
\end{equation}
The derivative $-2\sin q+2\sin2q$ vanishes at $\cos q=\tfrac12$, where $J(q)=1.5$, whereas $J(0)=1$. The plain sum puts the transition at $k_BT=0.667$ and the largest eigenvalue puts it at $1$. At $k_BT=0.8$, between the two, iterating the nonlinear equations on 24 sites from random vectors gave a mean local average of $0.545$ and a net moment of zero to rounding. The mean-field order is modulated, not ferromagnetic. This ring tests the mean-field equations; it does not show that a real chain orders.

\section{Two sublattices: a cobalt--iron-like electrode}

\textbf{Q.} Magnetic electrodes are often alloys. Which sum do I use when the atoms differ?

\textbf{A.} Consider an ordered bcc (B2) crystal, with species A on the cube corners and B at the centres. Let $a$ and $b$ be the sums of exchange constants from one atom to its own sublattice, and $c_{AB}$ the sum to the other. For averages uniform on each sublattice, (\ref{lin}) becomes
\begin{align}
(a-\lambda)m_A+c_{AB}m_B&=0,\\
c_{AB}m_A+(b-\lambda)m_B&=0.
\end{align}
A nonzero solution needs $(a-\lambda)(b-\lambda)=c_{AB}^2$. The larger root is
\begin{equation}
\lambda=\frac{a+b}2+\sqrt{\left(\frac{a-b}2\right)^2+c_{AB}^2},\qquad\frac{m_B}{m_A}=\frac{\lambda-a}{c_{AB}} .
\end{equation}
The ratio is positive, so for nonnegative constants this is the largest eigenvalue of the whole crystal.

Take round values: $15$ meV to each of eight unlike neighbours, and $2$ meV (A--A) and $4$ meV (B--B) to each of six like ones. Then $a=12$, $b=24$ and $c_{AB}=120$ meV, and
\begin{align}
\lambda&=18+\sqrt{6^2+120^2}=18+120.15=138.15\ \text{meV},\\
k_BT_c&=\tfrac23(138.15)=92.1\ \text{meV},\qquad T_c=1069\ \text{K}.
\end{align}
The ratio is $m_B/m_A=126.15/120=1.051$.

\textbf{Q.} Averaging the two row sums, $132$ and $144$ meV, gives $138$ meV. Why bother with the root?

\textbf{A.} Here it changes $T_c$ by about 1 K. In general the mean row sum is $\sum_{ij}w_iJ_{ij}w_j/\sum_iw_i^2$ with $w_i=1$, which cannot exceed $\lambda$. It is a lower bound. Here it is also a close one: with no negative constants, the row of $Jv=\lambda v$ at the site where $|v_i|$ is largest shows that $\lambda$ cannot exceed the largest row sum, $144$ meV. With negative constants the mean row sum is still a lower bound, but it need not be close even when all row sums are equal, as the ring showed.

\textbf{Q.} Does the full nonlinear problem agree?

\textbf{A.} Solving it at $m_A=0.02$ and $0.04$ and extrapolating to zero moment gives $1069$ K and a ratio of $1.051$. Equation (\ref{amp}) with $v=(1,r)$ and $r=m_B/m_A$ predicts
\begin{equation}
\frac{1-T/T_c}{m_A^2}=\frac35\,\frac{1+r^4}{1+r^2}=0.633,
\end{equation}
and the nonlinear solution at $m_A=0.02$ gives $0.633$ as well.

\section{How wrong is the number?}

\textbf{Q.} You discarded correlations. A pair of atoms would ``order'' in your theory.

\textbf{A.} It would, and that is a real failure. For two vectors with $J=1$, mean field puts $k_BT_c$ at $2/3$, although $H$ is unchanged by a common rotation and a finite system has no spontaneous average. At $k_BT=0.5$ the exact free energy is $-0.960$ and the best product gives $-0.103$: the bound holds but is poor.

For the crystal I sampled the same $H$ by cluster Monte Carlo. Let $\mathbf M$ be the mean vector over all sites and
\begin{equation}
U=1-\frac{\langle M^4\rangle}{3\langle M^2\rangle^2}.
\end{equation}
Deep in the ordered phase $M$ hardly fluctuates and $U\to2/3$. Far above the transition $\mathbf M$ has three Gaussian components, $\langle M^4\rangle=\tfrac53\langle M^2\rangle^2$, and $U\to4/9$. A larger crystal lies closer to these limits, so curves for two sizes cross near the transition. At $0.765$ of the mean-field $T_c$, $U$ is $0.631$ for 128 sites and $0.644$ for 1024; at $0.790$ the order is reversed, $0.622$ and $0.615$. A linear fit to the difference at five temperatures puts the crossing at $0.774\pm0.004$, or about $830$ K.

\textbf{Q.} Is that error complete?

\textbf{A.} No. It is statistical and omits the shift from small sizes and from the linear fit. Interpolating only between $0.765$ and $0.790$ gives $0.781$, or $835$ K, a change larger than the quoted error. The difference of the two curves flattens at the low end of the range, which pulls the wide linear fit down, so about $0.78$ is the better estimate for these sizes. The sampler was also tried on dimers with $J=k_BT=1$, where it gave $\langle\mathbf e_1\cdot\mathbf e_2\rangle=0.548$ against the exact $L(2)=0.537$, a 2\% difference, so that check is a coarse one. I conclude that mean field is too high by a little under 30\% of the Monte Carlo value for this model.

\textbf{Q.} Moments are quantum objects. Does that matter?

\textbf{A.} For local spins $S$ with $\mathbf e=\mathbf S/S$ and the same $J_{ij}$, the slope $1/3$ in (\ref{L}) is replaced by $\langle S_z^2\rangle/S^2$ at zero field. Averaging over the $2S+1$ levels gives $\langle S_z^2\rangle=S(S+1)/3$, so the slope is $(S+1)/(3S)$ and the mean-field $T_c$ is multiplied by $(S+1)/S$. For $S=1$ it doubles, to about $2140$ K. I read this as a warning about what the constants mean: values defined for classical directions cannot be put into a quantum spin model unchanged.

The statistics also matter at working temperature. In mean field at 300 K the classical averages are $m_A=0.89$ and $m_B=0.90$. For spin 1, with all exchange constants halved to keep the mean-field $T_c$ fixed, both are above $0.99$. For large $x$ the classical loss is $1-L(x)\approx1/x$, linear in $T$ at fixed field, because a classical vector can tilt by any small amount. Spin 1 in a fixed field must cross a gap between levels, and its mean-field loss is about $e^{-x}$, with $x$ its own field over $k_BT$. That gap is a product of the approximation. In the isotropic crystal, neighbouring spins can tilt together in long spin waves, whose energy falls to zero as $q^2$. At low temperature the waves with $q$ up to about $\sqrt T$ are excited, and in three dimensions their number, and with it the loss, grows as $T^{3/2}$. The spin-1 values above $0.99$ are therefore too high for this model: linear spin-wave theory gives about $0.94$ at 300 K. The classical mean-field values also miss collective tilts; to harmonic order these lower them to about $0.87$ and $0.88$. Neither mean-field set should be used as an estimate of the reduced magnetization of a real electrode at 300 K.

\textbf{Q.} An electrode in a tunnel junction can be as thin as about a nanometre. Your crystal is infinite.

\textbf{A.} Equation (\ref{lin}) handles this with one average per atomic layer. In a (001) film each layer holds one species. An atom has four like neighbours in its layer, four unlike ones in each adjacent layer, and one like neighbour two layers away on each side. For eight layers ($1.14$ nm) with unchanged constants, $\lambda=129.7$ meV and $T_c=1003$ K, 6\% below the bulk mean-field value. The row sums now differ between surface and interior, and their mean would give $940$ K, a noticeably weaker lower bound.

This 6\% measures missing neighbours alone. In an isotropic film a slow tilt of wavevector $q$ costs energy proportional to $q^2$. With thermal energy of order $k_BT$ per mode, the mean square tilt grows as $k_BT\int q\,dq/q^2$, which diverges logarithmically at small $q$. Long-range order in such a film therefore needs something beyond short-range isotropic exchange. An easy-axis anisotropy, which (\ref{H}) lacks, is one example: it gives even a uniform tilt an energy cost and so cuts the integral off.

\textbf{Q.} So would you quote 1069 K for a cobalt--iron electrode?

\textbf{A.} No. Near-equiatomic Co--Fe stays ferromagnetic to roughly 1200 K, so the chosen constants are on the low side. Ferromagnetism is lost there as the bcc phase turns into fcc, so the Curie temperature that the bcc phase would have by itself may lie higher. Since $T_c$ of this model scales with a common factor in all $J_{ij}$, moving the Monte Carlo value from about $835$ to $1200$ K would take a factor of about $1.44$, or some $22$ meV for the unlike pairs; this is a lower estimate for the bcc phase. Raising the unlike constant alone by 10\% raises the mean-field $T_c$ by 8.7\%. The real alloy also loses its B2 chemical order on heating, and junction electrodes often contain boron and need not be B2-ordered at all. Site disorder, and changes of $J_{ij}$ and of moment length with temperature, break the assumption of fixed constants on an ordered lattice; their effect was not computed. What (\ref{Tc}) offers is a quick comparison of exchange sets within one lattice type, provided the fluctuation correction is similar among them. That can fail even on one lattice when the sets differ in the sign of some constants or in the balance between near and far neighbours, so small differences in $\lambda$ do not settle which set has the higher Curie temperature. The numerical output below gives the remaining values.

\section*{Computed values}
\begin{verbatim}
J unlike (8 neighbours)        15.0 meV
J like A, B (6 neighbours)     2.0, 4.0 meV
sums a, b, c                   12.0, 24.0, 120.0 meV
square root in eigenvalue      120.150 meV
largest eigenvalue             138.150 meV
mean row sum                   138.000 meV
k_B T_c mean field             92.100 meV
T_c mean field                 1068.8 K
T_c from mean row sum          1067.6 K
m_B/m_A at T_c                 1.0512
nonlinear branch limit T_c     1068.78 K
nonlinear branch limit m_B/m_A 1.05125
(1-T/T_c)/m_A^2: branch        0.6332
(1-T/T_c)/m_A^2: formula       0.6331
m_A, m_B at 300 K classical    0.8910, 0.8994
m_A, m_B at 400 K classical    0.8479, 0.8592
m_A, m_B at 300 K spin 1       0.9938, 0.9960
T_c mean field spin 1, same J  2138 K
dimer F exact, best product    -0.9601, -0.1031 (J=1, kT=0.5)
dimer <e1.e2> sampled, exact   0.5477, 0.5373 (J=1, kT=1)
ring J(0), largest J(q)        1.000, 1.500 (J1=1)
ring kT tested                 0.800 (J1=1)
ring mean |m_i|, net |m|       0.545, 2.8e-17
film thickness, 8 layers       1.14 nm
film largest eigenvalue        129.66 meV
film T_c mean field            1003 K
film T_c from mean row sum     940 K
T_c change, unlike J +10%      8.68 %
T/T_c(mean field), Binder ratio for 128 and 1024 sites
  0.740  0.6409  0.6579
  0.765  0.6309  0.6440
  0.790  0.6223  0.6146
  0.815  0.6054  0.5758
  0.840  0.5797  0.5319
Monte Carlo T_c / mean field   0.774
  statistical error            0.004
Monte Carlo T_c                827 K
mean-field excess over it      29 %
\end{verbatim}
